# Seaton's theorem for a finite-range core: proof and numerical check, part 1

(Sections cited here and not found follow in the later parts.)

**Q.** A Rydberg level belongs to a wave function that dies out exponentially, and a phase shift belongs to one that oscillates for ever. I am told that Seaton's theorem ties the two together at the ionization threshold. Before I believe it I want to know what exactly is claimed.

**A.** Take atomic units and one partial wave \(l\). The radial function obeys

\[ u'' + \Big[2E - \frac{l(l+1)}{r^2} + \frac{2z}{r} - 2V_s(r)\Big]u = 0 . \tag{1} \]

The charge \(z\) seen at large distance is positive. The core potential \(V_s\) is real, local, independent of energy, piecewise continuous, bounded by \(|rV_s(r)| \le C\), and zero for \(r \ge r_0\). A bound level whose wave function has \(n_r\) nodes gets the label \(n = n_r + l + 1\), and its quantum defect \(\mu_n\) is defined by

\[ E_n = -\frac{z^2}{2(n-\mu_n)^2}. \]

At \(E = k^2/2 > 0\) put \(\gamma = z/k\). Let \(F\) be the solution of the pure Coulomb equation that is regular at the origin and behaves as \(\sin\theta\) at large \(r\), and \(G\) the one that behaves as \(\cos\theta\), where

\[ \theta = kr + \gamma\ln 2kr - \tfrac12 l\pi + \arg\Gamma(l+1-i\gamma). \]

That \(F\) has this phase will come out of the proof. The phase shift is defined by \(u \propto F\cos\delta + G\sin\delta\) for \(r \ge r_0\). The theorem says that \(\mu_\infty = \lim_{n\to\infty}\mu_n\) and \(\delta(0^+) = \lim_{k\to0}\delta(k)\) exist and that

\[ \delta(0^+) = \pi\mu_\infty . \]

**Q.** That cannot be right as it stands. Replace \(u\) by \(-u\) and \(\delta\) moves by \(\pi\).

**A.** With the definition just given, \(\delta\) is fixed only modulo \(\pi\), and the equality can only be meant modulo \(\pi\). To make it absolute, a branch must be chosen. Replace \(V_s\) by \(\lambda V_s\), set \(\delta = 0\) at \(\lambda = 0\), and follow \(\delta\) continuously to \(\lambda = 1\) at fixed \(k\). With this branch for \(\delta\) and node counting for \(n\), the equality holds with no multiple of \(\pi\) left over. I will prove it in that form. From outside I need only the recurrence and reflection formulas of \(\Gamma\) and of \(\psi = \Gamma'/\Gamma\), Stirling's series, the residue theorem, and standard analysis (Cauchy's estimate, analyticity of uniform limits, the implicit function theorem).

**Q.** The angle \(\theta\) has no limit as \(k\to0\), since \(\gamma\ln 2kr\) and \(\arg\Gamma\) both diverge. How can anything be carried through the threshold?

**A.** By describing the region \(r\ge r_0\) with Coulomb solutions that are normalised at the origin and do not notice the threshold. Put

\[ y = 2zr, \qquad m = 2l+1, \qquad \varepsilon = 2E/z^2 . \]

Since \(d^2/dr^2 = 4z^2\,d^2/dy^2\), dividing (1) with \(V_s=0\) by \(4z^2\) gives

\[ u_{yy} + \Big[\frac{\varepsilon}{4} + \frac1y - \frac{l(l+1)}{y^2}\Big]u = 0 . \tag{2} \]

For the regular solution try \(f = \sum_{j\ge0} a_j y^{l+1+j}\). The second derivative and the centrifugal term act on \(y^{l+1+j}\) with the factor \((l+1+j)(l+j) - l(l+1) = j(j+m)\), so the coefficient of \(y^{l-1+j}\) gives

\[ j(j+m)\,a_j = -a_{j-1} - \tfrac14\varepsilon\, a_{j-2}, \qquad a_0 = \frac1{m!}, \quad a_{-1}=0 . \tag{3} \]

The two exponents \(l+1\) and \(-l\) differ by the integer \(m\), so the second solution needs a logarithm:

\[ g = L f\ln y + \sum_{j\ge0} b_j\, y^{j-l}. \]

On \(y^{j-l}\) the factor is \((j-l)(j-l-1) - l(l+1) = j(j-m)\). On \(f\ln y\) the operator of (2) leaves \(2f'/y - f/y^2 = \sum_i (m+2i)\,a_i\, y^{l+i-1}\), because \(f\) solves (2) and \(2(l+1+i)-1 = m+2i\). The power \(y^{l+i-1}\) equals \(y^{j-l-2}\) for \(i = j-m\). Hence

\[ j(j-m)\,b_j + b_{j-1} + \tfrac14\varepsilon\, b_{j-2} + L\,(2j-m)\,a_{j-m} = 0, \tag{4} \]

with \(a_i=0\) and \(b_i=0\) for \(i<0\). For \(0<j<m\) this fixes \(b_j\) from \(b_0\). At \(j=m\) the first term vanishes, so the equation fixes \(L = -(b_{m-1}+\tfrac14\varepsilon b_{m-2})/(m a_0)\) and leaves \(b_m\) free; changing \(b_m\) adds a multiple of \(f\). I choose

\[ b_0 = -\frac{(m-1)!}{\pi}, \qquad b_m = \frac1{m!}\Big[-\frac{A}{\pi}\big(\psi(1)+\psi(m+1)\big) + R(\varepsilon)\Big], \qquad A = \prod_{p=1}^{l}(1+p^2\varepsilon), \tag{5} \]

where \(R\) is a real polynomial with \(R(0)=0\), written out below at the point where its purpose shows. All \(a_j\), \(b_j\) and \(L\) are then real polynomials in \(\varepsilon\).

**Q.** Polynomial coefficients do not make the sums analytic in \(\varepsilon\). You need convergence, and you need the two solutions to be independent at every energy.

**A.** Let \(|\varepsilon|\le M\) and \(K = \max(4,\sqrt M)\). Suppose \(|a_i| \le a_0K^i/i!\) for \(i<j\). Then (3) gives

\[ |a_j| \le \frac{a_0K^j}{j!}\Big[\frac{1}{(j+m)K} + \frac{M(j-1)}{4(j+m)K^2}\Big] \le \frac{a_0K^j}{j!}\Big[\frac14+\frac14\Big], \]

so the bound holds for all \(j\). For \(\beta_i = b_{m+i}\), equation (4) reads \(i(i+m)\beta_i = -\beta_{i-1} - \tfrac14\varepsilon\beta_{i-2} - L(m+2i)a_i\). Choose \(C'\) at least as large as \(|\beta_0|\), \(|\beta_1|/K\) and \(4|L|a_0\) on the disc. If \(|\beta_{i'}|\le C'K^{i'}/i'!\) for \(i'<i\), the first two terms contribute at most \(\tfrac12 C'K^i/i!\) as before, and the third at most \(2|L|a_0K^i/i! \le \tfrac12C'K^i/i!\), because \((m+2i)/[i(i+m)]\le2\). Both series are therefore dominated by \(e^{Ky}\) times fixed factors, uniformly on the disc, and so are their \(y\) derivatives. A uniform limit of polynomials is analytic, and \(M\) is arbitrary. At fixed \(y>0\), \(f\), \(g\), \(f_y\), \(g_y\) are entire in \(\varepsilon\) and real for real \(\varepsilon\).

Write \(W(p,q) = pq'-p'q\). It is constant for two solutions of (2), since there is no first-derivative term, and can be read off as \(y\to0\). The leading terms \(y^{l+1}/m!\) and \(b_0y^{-l}\) give \(b_0[-l-(l+1)]/m! = -mb_0/m! = 1/\pi\), and all other products vanish at least as fast as \(y\ln y\). Thus

\[ W_y(f,g) = \frac1\pi, \qquad W_r(f,g) = \frac{2z}{\pi} \tag{6} \]

at every energy. One consequence will be used twice. Every solution of (2) is \(\alpha f+\beta g\). Its coefficient of \(y^{-l}\) is \(\beta b_0\), and its coefficient of \(y^{l+1}\) without logarithm is \(\alpha/m! + \beta b_m\). These two coefficients determine the solution.

**Q.** What are \(f\) and \(g\) at the threshold itself?

**A.** At \(\varepsilon=0\), (3) is solved by \(a_j = (-1)^j/[j!\,(j+m)!]\), which is the series of \(\sqrt y\,J_m(2\sqrt y)\). The Neumann function has the series

\[ \pi Y_m(s) = -\sum_{j=0}^{m-1}\frac{(m-j-1)!}{j!}\Big(\frac s2\Big)^{2j-m} + 2\ln\frac s2\,J_m(s) - \sum_{j\ge0}\frac{\psi(j+1)+\psi(m+j+1)}{j!\,(m+j)!}(-1)^j\Big(\frac s2\Big)^{2j+m}. \]

With \(s = 2\sqrt y\) and a factor \(\sqrt y\), the coefficient of \(y^{-l}\) is \(-(m-1)!/\pi\) and that of \(y^{l+1}\) is \(-[\psi(1)+\psi(m+1)]/(\pi\,m!)\). These are \(b_0\) and \(b_m\) of (5) at \(A=1\), \(R=0\), so \(g = \sqrt y\,Y_m(2\sqrt y)\). The proof does not use this identification; it serves the interpretation. The numerical check tests it, together with the Wronskian, for \(l=0\) to \(3\).

**Q.** Everything then hangs on the boundary condition at infinity. How do you express the decaying solution through series built at the origin?

**A.** Write \(\varepsilon = -1/\nu^2\) and \(x = y/\nu\). Below threshold \(\nu>0\), \(E=-z^2/2\nu^2\), and \(e^{-x/2} = e^{-zr/\nu}\) decays. Above threshold take \(\nu = i\gamma\); then \(\varepsilon = 1/\gamma^2 = k^2/z^2\), \(x = -2ikr\), and \(e^{-x/2} = e^{ikr}\) is outgoing. One function serves both cases. Multiplying (2) by \(\nu^2\) gives \(u_{xx} + [-\tfrac14 + \nu/x - l(l+1)/x^2]u = 0\). Put \(u = p\,\omega\) with \(p = x^{l+1}e^{-x/2}\). Then \(p'/p = (l+1)/x - \tfrac12\) and \(p''/p = (p'/p)^2 + (p'/p)' = l(l+1)/x^2 - (l+1)/x + \tfrac14\), and \(\omega'' + 2(p'/p)\omega' + (\nu-l-1)\omega/x = 0\) becomes Kummer's equation

\[ x\omega'' + (m+1-x)\omega' - a\omega = 0, \qquad a = l+1-\nu . \tag{7} \]

Let \(a\) not be an integer, and define

\[ \omega(x) = \frac1{\Gamma(a)}\,\frac1{2\pi i}\int_{\mathcal C}\Gamma(s)\,\Gamma(s-m)\,\Gamma(a-s)\,x^{-s}\,ds . \tag{8} \]

The path \(\mathcal C\) runs from \(-i\infty\) to \(+i\infty\), with the poles \(s = m, m-1, m-2,\dots\) on its left and the poles \(s = a, a+1,\dots\) on its right. Only finitely many poles of the two families are interleaved, so such a path exists. By Stirling's formula each gamma function falls as \(e^{-\pi|\mathrm{Im}\,s|/2}\) times a power, while \(|x^{-s}| = |x|^{-\mathrm{Re}\,s}e^{\arg x\,\mathrm{Im}\,s}\). The integral converges for \(|\arg x|<3\pi/2\), which covers \(\arg x=0\) and \(\arg x=-\pi/2\), may be differentiated under the sign, and the path may be moved sideways at the cost of residues.

It solves (7). On \(x^{-s}\), the terms \(x\omega''+(m+1)\omega'\) give \([s(s+1)-(m+1)s]x^{-s-1} = s(s-m)x^{-s-1}\), and the terms \(-x\omega'-a\omega\) give \(-(a-s)x^{-s}\). The factors are absorbed by the recurrence of \(\Gamma\). The first integrand becomes \(\Gamma(s+1)\Gamma(s+1-m)\Gamma(a-s)x^{-s-1}\), which after \(s+1\to s\) is \(\Gamma(s)\Gamma(s-m)\Gamma(a+1-s)x^{-s}\) on the shifted path \(\mathcal C+1\). The second is minus the same function on \(\mathcal C\). Its poles are \(m, m-1,\dots\) and \(a+1,a+2,\dots\); both paths have the first family on the left and the second on the right, so the two integrals cancel.

**Q.** And its behaviour at the two ends?

**A.** For large \(|x|\) move the path to the line \(\mathrm{Re}\,s = c'\), with \(\mathrm{Re}\,a<c'<\mathrm{Re}\,a+1\) and \(c'\) not an integer. The pole \(s=a\) is now on the wrong side, so its residue is subtracted. Near it \(\Gamma(a-s)\simeq -1/(s-a)\), and the contribution to the integral is \(+\Gamma(a)\Gamma(a-m)x^{-a}\). Integer poles between \(c'\) and \(m\), if any, add residues of order \(|x|^{-c'}\) or smaller, and the line integral is of that order too. So

\[ \omega(x) = \Gamma(a-m)\,x^{-a}\,[1+o(1)], \qquad x\omega'(x) = O(|x|^{-\mathrm{Re}\,a}), \tag{9} \]

the second statement from the same argument with an extra factor \(-s\) in the integrand. In the usual notation \(\omega = \Gamma(a-m)\,U(a,m+1,x)\).

For small \(|x|\) move the path to a line \(\mathrm{Re}\,s=c\) with \(c<\min(\mathrm{Re}\,a,-\tfrac12)\), not an integer. All poles \(a+j\) stay on the right, and the residues at the integers between \(c\) and \(m\) are added. The line integral and the residues at negative integers vanish as \(x\to0\). At \(s=k\), \(1\le k\le m\), the pole of \(\Gamma(s-m)\) is simple with residue \((-1)^{m-k}/(m-k)!\), and

\[ \Gamma(a-k) = \Gamma(a-m)\,(a-m)\cdots(a-k-1) = \Gamma(a-m)\,(-1)^{m-k}(1-a+k)_{m-k}, \]

with \((h)_j = h(h+1)\cdots(h+j-1)\). The two signs cancel. At \(s=0\) the pole is double. There \(\Gamma(s) = s^{-1}[1+\psi(1)s+\dots]\), and

\[ \Gamma(s-m) = \frac{\Gamma(1+s)}{s(s-1)\cdots(s-m)} = \frac{(-1)^m}{m!\,s}\Big[1+\Big(\psi(1)+\sum_{i=1}^m\frac1i\Big)s+\dots\Big] = \frac{(-1)^m}{m!\,s}\,[1+\psi(m+1)s+\dots]. \]

Also \(\Gamma(a-s) = \Gamma(a)[1-\psi(a)s+\dots]\) and \(x^{-s} = 1-s\ln x+\dots\). The residue is \((-1)^m\Gamma(a)[\psi(1)+\psi(m+1)-\psi(a)-\ln x]/m!\), and \(m\) is odd. Therefore

\[ \omega = \frac{\Gamma(a-m)}{\Gamma(a)}\sum_{k=1}^m\frac{(k-1)!\,(1-a+k)_{m-k}}{(m-k)!}\,x^{-k} + \frac{\ln x+\psi(a)-\psi(1)-\psi(m+1)}{m!} + o(1). \tag{10} \]

**Q.** Now match this to \(f\) and \(g\). I expect the digamma function of a large negative argument to cause trouble.

**A.** It supplies the whole Rydberg structure. Define \(w = y^{l+1}e^{-y/2\nu}\,\omega(y/\nu)\), a solution of (2), and \(t = 1/\nu\). The ratio of gamma functions is a product of \(m\) factors running from \(a-1 = l-\nu\) to \(a-m = -l-\nu\):

\[ \frac{\Gamma(a)}{\Gamma(a-m)} = (-1)^m\,\nu\prod_{p=1}^l(\nu^2-p^2) = -\nu^mA . \]

With \(x^{-k} = \nu^ky^{-k}\) and \(1-a+k = \nu-l+k\), set \(P_k(t) = \nu^{k-m}(\nu-l+k)_{m-k} = \prod_{q=0}^{m-k-1}[1+(k-l+q)t]\). For both choices of \(\nu\) the principal logarithms satisfy \(\ln x = \ln y-\ln\nu\). Then (10) becomes

\[ \frac{Aw}{\pi} = -\frac1\pi\sum_{k=1}^m\frac{(k-1)!\,P_k(t)}{(m-k)!}\,y^{l+1-k}e^{-ty/2} + \frac{A\,y^{l+1}}{\pi\,m!}\big[\ln y-\ln\nu+\psi(a)-\psi(1)-\psi(m+1)\big] + o(y^{l+1}). \]

The coefficient of \(y^{-l}\) comes from \(k=m\), where \(P_m=1\); it is \(-(m-1)!/\pi = b_0\). So \(Aw/\pi = g+cf\) for some number \(c\). The coefficient of \(y^{l+1}\ln y\) is \(L/m!\) on one side and \(A/(\pi m!)\) on the other, so \(L = A/\pi\); both are polynomials in \(\varepsilon\), and the equality extends to all \(\varepsilon\). The coefficient of \(y^{l+1}\) receives from the \(k\)-th term of the sum the \(k\)-th term \((-t/2)^k/k!\) of the exponential. Equating it to \(b_m+c/m!\), the terms in \(\psi(1)+\psi(m+1)\) cancel by the choice (5), and

\[ c = \frac A\pi\,[\psi(a)-\ln\nu] - \frac{m!}{\pi}\sum_{k=1}^m\frac{(k-1)!\,P_k(t)}{(m-k)!\,k!}\Big(-\frac t2\Big)^k - R . \]

The reflection formula \(\psi(1-s)-\psi(s) = \pi\cot\pi s\) at \(s=a\), with \(\cot\pi(l+1-\nu) = -\cot\pi\nu\), gives \(\psi(a) = \psi(\nu-l)+\pi\cot\pi\nu\). Define

\[ \mathcal G(\nu) = \frac1{2\pi}\big[\psi(\nu+l+1)+\psi(\nu-l)-2\ln\nu\big]. \]

The recurrence \(\psi(s+1) = \psi(s)+1/s\) gives \(\psi(\nu+l+1)-\psi(\nu-l) = \sum_{j=-l}^l(\nu+j)^{-1}\), so \(\psi(\nu-l)-\ln\nu = \pi\mathcal G-\tfrac12\sum_j(\nu+j)^{-1}\). Collecting terms,

\[ c = A\,(\mathcal G+\cot\pi\nu)+\tilde R-R, \qquad \pi\tilde R = -m!\sum_{k=1}^m\frac{(k-1)!\,P_k(t)}{(m-k)!\,k!}\Big(-\frac t2\Big)^k-\frac A2\sum_{j=-l}^l\frac1{\nu+j}. \tag{11} \]

Since \(A = \prod_{i=-l}^l(1+it)\) with \(i\) running over the integers, \(A/(\nu+j) = t\prod_{i\ne j}(1+it)\). So \(\tilde R\) is a real polynomial in \(t\) that vanishes at \(t=0\). Its even part is a polynomial in \(t^2=-\varepsilon\), and that even part is my definition of \(R\). What remains is \(c = A(\mathcal G+\cot\pi\nu)+\tilde R_{\rm odd}\).

**Q.** A term odd in \(1/\nu\) is a square root of the energy. Does it stay?

The Coulomb solutions \(f\) and \(g\), analytic in the energy, have been constructed, and the solution that decays below threshold and is outgoing above it has been expressed through them, up to the term \(\tilde R_{\rm odd}\). It remains to settle that term and then to bring in the core, the levels and the phase shift.
